# Spin Hall Conductivity of the Kane-Mele Model With and Without Rashba Coupling

**Setting.** Electrons of charge $-e$ occupy half of the states of a honeycomb lattice with lattice constant $a$. The bonds from an A site to its B neighbours are $\boldsymbol\delta_j=(a/\sqrt3)\,\hat{\mathbf u}_j$, with

$$\hat{\mathbf u}_1=(0,1),\quad \hat{\mathbf u}_2=(-\tfrac{\sqrt3}{2},-\tfrac12),\quad \hat{\mathbf u}_3=(\tfrac{\sqrt3}{2},-\tfrac12).$$

The Hamiltonian has three terms:

- hopping $-t$ between first neighbours;
- $i\lambda_{SO}\nu_{ij}c_i^\dagger s_zc_j$ between second neighbours, with $\nu_{ij}=+1$ if the two-bond path from $j$ to $i$ turns left and $-1$ if it turns right;
- a Rashba term $i\lambda_R c_i^\dagger(s_x\hat u_y-s_y\hat u_x)c_j$ between first neighbours, with $\hat{\mathbf u}$ pointing from $i$ to $j$.

Pauli matrices $\sigma$ act on the sublattice and $s$ on the spin. Take $t,\lambda_{SO}>0$ and $\lambda_R\ge0$. Interactions and disorder are absent, and the temperature is zero until part (e).

## (a) Spin-resolved Chern numbers

**Question.** Set $\lambda_R=0$. Find the Chern number $C_s$ of the occupied band for each spin $s=\pm1$.

**Answer.** Since $s_z$ is conserved, each spin has its own $2\times2$ block

$$H_s=\begin{pmatrix}sg&-tf\\-tf^*&-sg\end{pmatrix},\qquad f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad g=-2\lambda_{SO}\sum_{l}\sin\mathbf k\cdot\mathbf d_l ,$$

where $\mathbf d_1=\boldsymbol\delta_1-\boldsymbol\delta_2$, $\mathbf d_2=\boldsymbol\delta_2-\boldsymbol\delta_3$ and $\mathbf d_3=\boldsymbol\delta_3-\boldsymbol\delta_1$. Three unit phasors add to zero only if they are $120^\circ$ apart, so $f=0$ only at $\mathbf K=(4\pi/3a,0)$ and $\mathbf K'=-\mathbf K$. At $\mathbf K$ each sine equals $\sqrt3/2$, so $g(\mathbf K)=-\Delta$ and $g(\mathbf K')=+\Delta$, with

$$\Delta=3\sqrt3\,\lambda_{SO}.$$

The gap therefore stays open for every $\lambda_{SO}>0$. The integer $C_s$ cannot change with $\lambda_{SO}$ and may be found as $\lambda_{SO}\to0^+$. In that limit $g\to0$ away from the two points, the vector multiplying $\boldsymbol\sigma$ lies in a plane, and the Berry curvature vanishes there. Only the valleys contribute.

At $\mathbf K$ the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,e^{-2\pi i/3},e^{2\pi i/3}$. To first order in $\mathbf q=\mathbf k-\mathbf K$,

$$f=\frac{ia}{\sqrt3}\left(\tfrac32q_y+\tfrac{3i}{2}q_x\right)=\frac{\sqrt3a}{2}(-q_x+iq_y).$$

Hence $-tf=\hbar v(q_x-iq_y)$ with $\hbar v=\sqrt3\,ta/2$, and

$$H_s=\hbar v(q_x\sigma_x+q_y\sigma_y)+m\sigma_z,\qquad m=-s\Delta .$$

At $\mathbf K'$, $f(-\mathbf k)=f(\mathbf k)^*$ reverses the sign of $q_x$, and $m=+s\Delta$.

With $\mathbf A=i\langle u|\nabla_ku\rangle$, the curvature of the lower band is

$$\Omega=\partial_xA_y-\partial_yA_x=-2\,\mathrm{Im}\frac{\langle-|\partial_xH|+\rangle\langle+|\partial_yH|-\rangle}{(E_+-E_-)^2}.$$

By isotropy take $\mathbf q$ along $x$, and put $p=\hbar vq$, $\varepsilon=\sqrt{p^2+m^2}$, $\cos\theta=m/\varepsilon$, $\sin\theta=p/\varepsilon$. The states are $|+\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|-\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$, so that

$$\langle-|\sigma_x|+\rangle=\cos\theta,\qquad\langle+|\sigma_y|-\rangle=-i .$$

Since $E_+-E_-=2\varepsilon$, this gives $\Omega=\hbar^2v^2m/(2\varepsilon^3)$. With $p\,dp=\varepsilon\,d\varepsilon$,

$$\frac1{2\pi}\int d^2q\,\Omega=\frac m2\int_{|m|}^\infty\frac{d\varepsilon}{\varepsilon^2}=\frac{\mathrm{sgn}\,m}{2}.$$

Valley $\mathbf K$ gives $-s/2$. At $\mathbf K'$ the mass is opposite, but the reversal of $q_x$ also changes the sign of $\Omega$, so the result is again $-s/2$. Therefore

$$C_\uparrow=-1,\qquad C_\downarrow=+1 .$$

The charge Hall response, proportional to their sum, vanishes as time reversal requires.

## (b) From Chern numbers to the spin Hall conductivity

**Question.** Define the spin current by $J_x=\frac\hbar4\{s_z,v_x\}$ and $\sigma^s_{xy}$ as the coefficient of $E_y$ in its areal density. Derive a formula valid also for $\lambda_R\neq0$, and evaluate it for $\lambda_R=0$.

**Answer.** The field moves each state according to $\hbar\dot k_y=-eE_y$. Write the evolving state, apart from its phase, as $|n\rangle+\sum_lc_l|l\rangle$. The Schrödinger equation projected on $|l\rangle$ gives, to first order in the slow rate,

$$i\hbar\langle l|\partial_tn\rangle+E_nc_l=E_lc_l\quad\Rightarrow\quad c_l=-\frac{i\hbar\langle l|\partial_tn\rangle}{E_n-E_l}=-\frac{i\hbar\dot k_y\langle l|\partial_yH|n\rangle}{(E_n-E_l)^2}.$$

The change of $\langle J_x\rangle$ is $\sum_l\langle n|J_x|l\rangle c_l$ plus its complex conjugate, and $-iz+iz^*=2\,\mathrm{Im}\,z$. Because $v_x=\partial_xH/\hbar$, $J_x=\frac14\{s_z,\partial_xH\}$. Pairs of occupied states cancel, since the imaginary part is antisymmetric in $n,l$. Hence

$$\sigma^s_{xy}=-2e\int\!\frac{d^2k}{(2\pi)^2}\sum_{n\,\mathrm{occ},\,l\,\mathrm{emp}}\frac{\mathrm{Im}\,\langle n|\frac14\{s_z,\partial_xH\}|l\rangle\langle l|\partial_yH|n\rangle}{(E_n-E_l)^2}.\tag{1}$$

For $\lambda_R=0$ the current operator is $\frac s2\partial_xH$ in block $s$, and the sum over states becomes $-\frac s4\Omega_s$. With $\int d^2k\,\Omega_s=2\pi C_s$,

$$\sigma^s_{xy}=\frac e2\sum_ss\,\frac{2\pi C_s}{4\pi^2}=\frac e{4\pi}(C_\uparrow-C_\downarrow)=-\frac e{2\pi}.$$

The magnitude is $2.550\times10^{-20}$ C. Multiplied by $2e/\hbar$, which converts angular momentum $\hbar/2$ to charge $e$, it is $2e^2/h=77.48\ \mu$S. The minus sign belongs to the stated conventions and reverses with $\lambda_{SO}$.

## (c) The effect of Rashba coupling near the valleys

**Question.** In the continuum limit, find the gap and $|\sigma^s_{xy}|$ for $\lambda_R\ne0$, while the system remains insulating.

**Answer.** At $\mathbf K$, $\sum_j\hat u_{jy}e^{i\mathbf K\cdot\boldsymbol\delta_j}=\frac32$ and $\sum_j\hat u_{jx}e^{i\mathbf K\cdot\boldsymbol\delta_j}=\frac{3i}2$. The A-B element of the Rashba term is then $\frac{3\lambda_R}2(s_y+is_x)$, so

$$H=\hbar v\,\mathbf q\cdot\boldsymbol\sigma-\Delta\sigma_zs_z+R(\sigma_xs_y-\sigma_ys_x),\qquad R=\tfrac32\lambda_R .$$

**Blocks.** For $\mathbf q$ along $x$, $\sigma_xs_y$ commutes with $H$; let $\eta=\pm1$ be its eigenvalue. Put $X=\sigma_x$, $Z=\sigma_zs_z$ and $Y=iXZ=\sigma_ys_z$, which obey the Pauli algebra. Because $\sigma_ys_x=(\sigma_xs_y)Z=\eta Z$,

$$H_\eta=pX-M_\eta Z+\eta R,\qquad M_\eta=\Delta+\eta R,\qquad E=\eta R\pm\varepsilon_\eta,\quad\varepsilon_\eta=\sqrt{p^2+M_\eta^2}.$$

For $R<\Delta$ the lowest empty energy is $\Delta-2R$ and the highest occupied one is $-\Delta$, both at $p=0$. The gap is $2(\Delta-R)$. With $r=R/\Delta=\lambda_R/(2\sqrt3\lambda_{SO})$, it closes at $r=1$.

**Angular average.** The Hamiltonian is unchanged by a joint rotation of $\mathbf q$, $\boldsymbol\sigma$ and $\mathbf s$ about $z$. Resolve $J_x$ and $\partial_yH$ into components along and across $\mathbf q$. Averaging over the angle leaves half of (along, across) minus (across, along). Here $\frac14\{s_z,\hbar v\sigma_x\}=\frac{\hbar v}2\sigma_xs_z$. Time reversal makes the valleys contribute equally, so (1) becomes

$$|\sigma^s_{xy}|=\frac e{2\pi}\int_0^\infty\!p\,dp\sum_{n,l}\frac{\mathrm{Im}\big[\langle n|\sigma_xs_z|l\rangle\langle l|\sigma_y|n\rangle-\langle n|\sigma_ys_z|l\rangle\langle l|\sigma_x|n\rangle\big]}{(E_n-E_l)^2}.$$

The prefactor is $2e\cdot2\cdot2\pi/(4\pi^2)\cdot\frac14=e/2\pi$, in which the last $\frac14$ joins the $\frac12$ of the average to the $\frac12$ of the current operator.

**Inside the blocks.** The operators $\sigma_ys_z=Y$ and $\sigma_x=X$ preserve $\eta$. The spinors of (a) apply with $\cos\theta_\eta=-M_\eta/\varepsilon_\eta$, and the second term gives $-\cos\theta_\eta=M_\eta/\varepsilon_\eta$. Its integral is

$$\sum_\eta\int p\,dp\,\frac{M_\eta}{4\varepsilon_\eta^3}=\frac14+\frac14=\frac12,$$

independent of $R$.

**Between the blocks.** The matrix $s_z$ commutes with $X$ and $Z$ but reverses $\eta$. Choose the bases so that $s_z$ exchanges the blocks without changing the spinor. Then $\sigma_xs_z=Xs_z$ and $\sigma_y=Ys_z$, and

$$\langle-_\eta|X|+_{-\eta}\rangle=\cos\tfrac{\theta_++\theta_-}2,\qquad\langle+_{-\eta}|Y|-_\eta\rangle=-i\cos\tfrac{\theta_+-\theta_-}2 .$$

The imaginary part of the product is $-\frac12(\cos\theta_++\cos\theta_-)=\frac12(M_+/\varepsilon_++M_-/\varepsilon_-)$. With $S=\varepsilon_++\varepsilon_-$ the energy difference is $S-2\eta R$, so this contribution is

$$B=\int_0^\infty p\,dp\,\frac12\left(\frac{M_+}{\varepsilon_+}+\frac{M_-}{\varepsilon_-}\right)\left[\frac1{(S-2R)^2}+\frac1{(S+2R)^2}\right].$$

Use $S$ as the variable. From $dS/dp=pS/(\varepsilon_+\varepsilon_-)$ follows $p\,dp=\varepsilon_+\varepsilon_-\,dS/S$. From $\varepsilon_+^2-\varepsilon_-^2=4\Delta R$ follows $\varepsilon_+-\varepsilon_-=4\Delta R/S$, and therefore

$$M_+\varepsilon_-+M_-\varepsilon_+=\Delta S-R(\varepsilon_+-\varepsilon_-)=\Delta\,\frac{S^2-4R^2}{S}.$$

The square bracket equals $2(S^2+4R^2)/(S^2-4R^2)^2$. The lower limit is $S=2\Delta$. Setting $S=2\Delta u$,

$$B=\Delta\int_{2\Delta}^\infty\frac{S^2+4R^2}{S^2(S^2-4R^2)}dS=\frac12\int_1^\infty\left[-\frac1{u^2}+\frac2{u^2-r^2}\right]du=\frac12\left[\frac{2\,\mathrm{artanh}\,r}r-1\right].$$

Adding the two parts,

$$|\sigma^s_{xy}|=\frac e{2\pi}\,\frac{\mathrm{artanh}\,r}r,\qquad0\le r<1.\tag{2}$$

For small $r$ the factor is $1+r^2/3+\dots$. As $r\to1$ it grows as $\frac12\ln[2/(1-r)]$, because the pole of the integrand of $B$ at $u=r$, where the denominator $S-2R$ vanishes, reaches the lower limit $u=1$. The denominator $2\varepsilon_-$ inside the block $\eta=-1$ also vanishes at $p=0$, but its numerator is proportional to $M_-$, so that part stays $\frac14$. This divergence is derived here only for the clean continuum model at zero temperature.

## (d) Numerical demonstration on the lattice

**Question.** Use $t=1.3$ eV, $a=0.47$ nm and $\lambda_{SO}=10$ meV. Evaluate (1) on the full lattice for several $\lambda_R$. Does the loss of quantization mean that the spin Chern numbers have changed?

**Answer.** First, $\Delta=3\sqrt3\times10$ meV $=51.96$ meV, and the continuum gap closes at $\lambda_R=2\sqrt3\times10$ meV $=34.64$ meV. Integration over the Brillouin zone, with points concentrated near the valleys, gives $\sigma^s_{xy}=-1.00000000\,e/2\pi$ at $\lambda_R=0$. With the other parameters fixed, the sweep gives:

| $\lambda_R$ (meV) | $r$ | gap (meV) | lattice, $\lvert\sigma^s\rvert/(e/2\pi)$ | Eq. (2) |
|---|---|---|---|---|
| 5 | 0.144 | 88.9 | 1.0070 | 1.0070 |
| 10 | 0.289 | 73.9 | 1.0293 | 1.0293 |
| 20 | 0.577 | 43.9 | 1.1407 | 1.1405 |
| 30 | 0.866 | 13.9 | 1.5217 | 1.5207 |

At 20 meV, the parts of the continuum integral inside and between the blocks, each normalized to 1 at $R=0$, are 1.0000 and 1.2810. Their mean is 1.1405. The lattice conductivity has magnitude $2.909\times10^{-20}$ C, 14.1 percent above $e/2\pi$, although the gap is open. At 30 meV a finer integration grid changes the result by $1.8\times10^{-9}\,e/2\pi$, so the departure is not a discretization error.

Formula (1) was also tested against direct time evolution at $\mathbf k=\mathbf K+(0.03,0.02)/a$ with $\lambda_R=20$ meV. The response per unit $\hbar\dot k_y$ was $146.02\,a^2$ from the evolution and $146.04\,a^2$ from the sum.

To define Chern numbers without spin conservation, let $P$ project on the two occupied states and diagonalize $Ps_zP$. If its positive and negative eigenvalues stay separated, each sign defines a band with an integer Chern number. In the continuum $s_z$ exchanges the blocks, so the eigenvalues are $\pm\cos(\alpha/2)$ with $\alpha=\theta_+-\theta_-$, and

$$\sin^2\alpha=\frac{4p^2R^2}{\varepsilon_+^2\varepsilon_-^2}=\frac{4R^2}{p^2+(\Delta^2-R^2)^2/p^2+2\Delta^2+2R^2}\le r^2 .$$

Equality holds at $p^2=\Delta^2-R^2$. Both angles lie between $\pi/2$ and $\pi$, so $|\alpha|<\pi/2$, and the smallest magnitude is $\cos(\frac12\arcsin r)>1/\sqrt2$. At 20 meV this is 0.953; the lattice gives 0.952.

On a $150\times150$ mesh, the phase of the product of state overlaps around each cell measures the Berry flux. Its sum gives $C_\uparrow=-1.000000$ and $C_\downarrow=+1.000000$ at both $\lambda_R=0$ and 20 meV. The spin Chern numbers have not changed. What fails is the step in (b) that replaced the current operator by $\frac s2\partial_xH$: it requires conserved spin. The non-quantized value refers to the conventional spin current; another definition may give another value.

## (e) Relation to a real material

**Question.** Apart from the Rashba coupling, the parameters of (d) lie in the regime of stanene. Estimate some corrections that can be sized within this model, and state what remains outside it.

**Answer.** The value of $a$ and a gap near 0.1 eV are rough typical values for stanene. The hopping $t=1.3$ eV gives $v=8.0\times10^5$ m/s, well above the roughly $4.9\times10^5$ m/s ($\hbar v\approx0.32$ eV nm, or $t\approx0.8$ eV) of $sp^3$ tight-binding models of stanene. Equation (2) does not depend on $v$, but the in-plane field scale below does. First-neighbour Rashba couplings of 20 or 30 meV are deliberately strong and should not be taken as typical of a gated layer. The following estimates use $\lambda_R=0$ unless another value is given.

*Temperature.* With the chemical potential at midgap, the occupation difference of the two bands is $\tanh(\varepsilon/2k_BT)$, so in the continuum

$$\frac{|\sigma^s_{xy}|}{e/2\pi}=\Delta\int_\Delta^\infty\frac{d\varepsilon}{\varepsilon^2}\tanh\frac\varepsilon{2k_BT}.$$

The lattice sum gives 0.9999 at 77 K and 0.931 at 300 K. Room temperature thus removes about 7 percent of the intrinsic value even without Rashba coupling. At $\lambda_R=20$ meV half the gap is 22 meV, below $k_BT=25.9$ meV at 300 K, so the zero-temperature entry in the table does not describe room temperature.

*Buckling.* Buckling permits a second-neighbour Rashba term $\tfrac{2i}{3}\lambda_{R2}\,\mu_i\,c_i^\dagger(s_x\hat d_y-s_y\hat d_x)c_j$, where $\hat{\mathbf d}$ is the unit vector from $i$ to $j$ and $\mu_i=+1$ on A sites, $-1$ on B sites. With $\lambda_{R2}=10$ meV, a rough value, the magnitude $|\sigma^s_{xy}|$ changes by $-7.6\times10^{-5}\,e/2\pi$. This sizes only this one term of the one-orbital model. The mixing of $s$ and $p$ orbitals in a buckled layer also breaks spin conservation, can be much larger, and is not sized here. A perpendicular field $F$ across a buckling height $h\approx0.085$ nm adds a staggered potential $\pm U$ with $U=eFh/2$. The valley masses have magnitude $|U\pm\Delta|$, so the gap closes at $U=\Delta$, or $F=2\Delta/(eh)\approx12$ MV/cm without screening. This holds for the one-orbital model, in which each valley state lies on a single sublattice; orbital mixing in the buckled layer spreads the state over both sublattices and raises the field needed. This is the field at the layer, not the field inside a gate dielectric. For an uncharged sheet the normal displacement is continuous, so the field in an adjoining SiO$_2$ film (relative permittivity 3.9) would be about 3.1 MV/cm, below its breakdown field of roughly 10 MV/cm. Screening by the layer raises the applied field needed by a factor not computed here, so this estimate does not decide whether a gate can reach the transition. On the lattice $C_\uparrow=-1$ at $U=0.7\Delta$ and 0 at $1.3\Delta$.

*In-plane field.* A state driven through a valley centre has coupling $\Delta$ and a level difference changing at the rate $2veE$. The Landau-Zener formula gives the tunnelling probability $\exp[-\pi\Delta^2/(\hbar veE)]$. With $\hbar v=0.529$ eV nm, the field scale $\pi\Delta^2/(e\hbar v)$, at which the exponent is $-1$, is about 0.16 MV/cm; it scales as $1/v$ and would be about 0.27 MV/cm for $\hbar v\approx0.32$ eV nm. At a tenth of it the probability is $4.5\times10^{-5}$ per passage; at the full scale it is $e^{-1}\approx0.37$, so the first-order formula (1) is no longer justified there.

Real devices also break the assumptions of a clean, isolated sheet: disorder, substrate bonding, strain, further orbitals, interactions and contacts are not sized here. A measured terminal conductance depends on edges and contacts and is not a direct reading of $\sigma^s_{xy}$. The remaining digits are in the numerical output.

## Computed values

```
hopping t = 1.30 eV, lattice constant a = 0.47 nm
spin-orbit hopping = 10.0 meV
Delta = 51.96 meV, hbar v = 0.5291 eV nm
Rashba hopping that closes the gap = 34.64 meV
no Rashba: C_up = -1.000000, C_down = +1.000000
no Rashba: sigma_s = -1.00000000 e/(2 pi)
no Rashba: sigma_s = -2.54994e-20 C
|sigma_s| times 2e/hbar = 77.481 microsiemens
staggered potential 0.7 Delta: C_up = -1.0000
staggered potential 1.3 Delta: |C_up| = 0.0000
staggered 1.3 Delta: |sigma_s| = 0.000000 e/(2 pi)
spin current response at one k, time evolution = 146.0211 a^2
spin current response at one k, sum formula = 146.0380 a^2
sweep: Rashba meV | r | gap meV | |sigma_s| lattice | closed form
   5.0 | 0.1443 |  88.923 | 1.007043 | 1.007033
  10.0 | 0.2887 |  73.922 | 1.029299 | 1.029255
  20.0 | 0.5774 |  43.918 | 1.140745 | 1.140519
  30.0 | 0.8660 |  13.901 | 1.521666 | 1.520692
quadrature change on refinement, 30 meV = 1.8e-09
20 meV: response inside blocks = 1.000000
20 meV: response between blocks = 1.281038
20 meV: sigma_s = -2.90884e-20 C
20 meV: departure from e/(2 pi) = 14.075 percent
20 meV: C_up = -1.000000, C_down = +1.000000
20 meV: smallest |P s_z P| lattice = 0.95184
20 meV: smallest |P s_z P| closed form = 0.95302
no Rashba at 77 K: kT = 6.64 meV, |sigma_s| = 0.99992 e/(2 pi)
no Rashba at 300 K: kT = 25.85 meV, |sigma_s| = 0.93149 e/(2 pi)
second-neighbour Rashba parameter = 10.0 meV
  its change of |sigma_s| = -7.62e-05 e/(2 pi)
buckling height = 0.085 nm
  unscreened gap-closing field = 12.23 MV/cm
in-plane Zener field scale = 0.1603 MV/cm
  tunnelling exponential at a tenth of it = 4.54e-05
```
